# Is the Stranski-Krastanov transition thickness the Matthews-Blakeslee thickness?

**Question**

A strained film grows flat on its substrate and then, beyond a certain thickness, forms islands on a remaining wetting layer. I have been calculating that thickness from the Matthews-Blakeslee formula. My reasoning is that strain energy builds up with thickness, the film must eventually relax, and islands are the way it relaxes. Is this right? If there are two different thicknesses, what determines each, and which is reached first?

**Answer**

They are different thicknesses. The wetting-layer transition compares a flat coherent film with a thinner coherent layer carrying coherent islands. The Matthews-Blakeslee criterion asks whether a threading dislocation already present in a flat film gains energy by leaving misfit line at the interface. It is not a criterion for nucleating a dislocation. Either thickness can be the smaller, as a simple model shows.

**The flat film**

Let film and substrate have the same isotropic Young modulus $E$ and Poisson ratio $\nu$, and let $\varepsilon$ be the magnitude of the misfit strain. The stress normal to the surface vanishes, so $\varepsilon=(\sigma-\nu\sigma)/E$. The in-plane stress and the strain energy density are therefore

$$\sigma=M\varepsilon,\qquad M=\frac{E}{1-\nu},\qquad w=\tfrac12(\sigma\varepsilon+\sigma\varepsilon)=M\varepsilon^2 .$$

The film also wets the substrate. I model the wetting energy per area, taken as independent of strain, by $\phi(h)=\Delta e^{-h/\delta}$ for a layer of thickness $h$. Apart from a constant, the flat film has energy $\phi(h)+wh$ per area.

The term $wh$ cannot set the transition alone. Material moved from the layer to an unrelaxed island carries the same $w$ per volume in both places. What counts is how much strain energy the island shape releases, and what it costs to thin the layer.

**How much a coherent island relaxes**

Take a long triangular ridge of half-base $a$, small slope $s$, height $sa$ and cross-section $sa^2$. If the surface moves by $u(x)$, the misfit stress in a ridge of profile $\zeta(x)$ does work that changes the energy by

$$\int\sigma\zeta u'\,dx=-\int\sigma\zeta' u\,dx .$$

The ridge thus loads the surface with a force density $f=\sigma\zeta'$, equal to $+\sigma s$ on one face and $-\sigma s$ on the other. The uniform layer beneath adds no such force.

The response follows from the stress due to point tractions on a half-space $y>0$:

$$\sigma_{ij}=\frac{2}{\pi}\,(Py+Qx)\,\frac{x_ix_j}{r^4},$$

where $P$ and $Q$ are the integrals of $\sigma_{yy}$ and $\sigma_{xy}$ over the surface. This stress is purely radial, $\sigma_{rr}=(2/\pi)(Py+Qx)/r^2$. It falls as $1/r$, which satisfies equilibrium, and it is harmonic, which satisfies compatibility. It gives no traction on the surface away from the origin, and $\int y^3dx/r^4=\int x^2y\,dx/r^4=\pi/2$ confirms its strength.

A tangential force $F$ on the body means $Q=-F$, because the outward normal is $-y$. At the surface $\sigma_{xx}=-2F/(\pi x)$. In plane strain $u'=(1-\nu^2)\sigma_{xx}/E$, so

$$u(x)=-\frac{2(1-\nu^2)}{\pi E}\,F\ln|x|+\text{const}.$$

The constant drops out because the total force is zero. At the energy minimum of a linear system, the energy released is half the work of the load:

$$\Delta E_{\rm el}=-\tfrac12\int fu\,dx=\frac{(1-\nu^2)\sigma^2s^2}{\pi E}\,I,\qquad I=\iint g(x)g(x')\ln|x-x'|\,dx\,dx',$$

with $g=\pm1$ on the two faces. For one interval of length $\ell$, the double integral of the logarithm is

$$J(\ell)=2\int_0^\ell(\ell-t)\ln t\,dt=\ell^2\ln\ell-\tfrac32\ell^2 .$$

The two same-face terms give $2J(a)$. The two cross terms give $J(2a)-2J(a)$ and enter with a minus sign. Hence

$$I=4J(a)-J(2a)=-4a^2\ln2 .$$

Dividing the released energy by $wsa^2$, with $\sigma^2=Mw$ and $M/E=1/(1-\nu)$, gives the relaxed fraction

$$R=\frac{4\ln2}{\pi}(1+\nu)s .$$

It does not depend on ridge size. A coherent island can therefore release strain energy without any dislocation.

**The wetting-layer transition**

Now build the ridge from a very wide layer of thickness $h$. Per length of ridge there are four changes:

- Thinning the layer costs $-\phi'(h)\,sa^2=\phi(h)\,sa^2/\delta$.
- The film under the ridge becomes thicker, which changes the wetting energy by $\phi(h)\left[-2a+(2\delta/s)(1-e^{-sa/\delta})\right]$.
- Elastic relaxation gives $-Rwsa^2$.
- The facets cost an extra surface energy $\eta$ per base area, in total $2a\eta$.

Neglecting interaction between ridges, the sum is

$$\Delta E=\phi(h)B(a)-Rwsa^2+2a\eta,\qquad B=\frac{sa^2}{\delta}-2a+\frac{2\delta}{s}\left(1-e^{-sa/\delta}\right).$$

For large $a$ the terms in $a^2$ dominate. Their balance is $\phi(h_w)/\delta=Rw$, or

$$h_w=\delta\ln\frac{\Delta}{\delta Rw}.$$

This needs $\Delta>\delta Rw$. With no wetting energy, $\Delta E$ would not depend on $h$ at all, and there would be no transition thickness.

Could a smaller ridge pay earlier? With $t=sa/\delta$, $B=(2\delta/s)(t^2/2-t+1-e^{-t})$, which is positive. For $h\le h_w$ we have $\phi\ge\delta Rw$, and so

$$\Delta E\ge2a(\eta-\delta Rw)+\frac{2\delta^2Rw}{s}\left(1-e^{-sa/\delta}\right).$$

If $\eta>\delta Rw$, which I assume, no ridge pays at or below $h_w$. If $\eta$ is smaller, finite ridges may pay earlier and this formula need not give the onset.

For a total thickness $H>h_w$, put the excess into large ridges. The energy per area is

$$\phi(h)+wh+(1-R)w(H-h).$$

Its derivative with respect to $h$ is $\phi'(h)+Rw$, which vanishes at $h=h_w$. The layer stays at $h_w$ and further material goes into islands.

This is an equilibrium threshold. A very small ridge has $\Delta E\approx2a\eta>0$ even above $h_w$, so there is a barrier and a flat film can persist beyond the transition.

**The Matthews-Blakeslee thickness**

Here the film stays flat. When a threading dislocation advances by unit length, it leaves unit length of misfit line at depth $h$. We need the energy of that line and the strain energy it relieves.

*Line energy.* Put an edge dislocation at depth $d$ below a free surface, with edge component $b_e$ and $D=\mu b_e/[2\pi(1-\nu)]$, where $\mu$ is the shear modulus. I take its infinite-body stress field as known. For $b_e$ parallel to the surface, cancelling the tractions of that field requires surface stresses

$$P(x)=\frac{Dd(x^2-d^2)}{r^4},\qquad Q(x)=-\frac{Dx(x^2-d^2)}{r^4},\qquad r^2=x^2+d^2 .$$

The core lies at $(-x,d)$ relative to a load at $x$. The point-load formula gives the extra stress at the core:

$$\sigma_{xx}=\frac2\pi\int(Pd-Qx)\frac{x^2}{r^4}dx=\frac{2D}{\pi}\int\frac{x^2(x^2-d^2)}{r^6}dx=\frac{2D}{\pi}\,\frac{\pi}{4d}=\frac{D}{2d}.$$

For $b_e$ normal to the surface, the cancelling stresses are $P=-Dx(x^2+3d^2)/r^4$ and $Q=Dd(x^2-d^2)/r^4$. The relevant stress is now

$$\sigma_{xy}=\frac2\pi\int(Pd-Qx)\frac{-xd}{r^4}dx=\frac{4Dd^2}{\pi}\int\frac{x^2}{r^6}dx=\frac{4Dd^2}{\pi}\,\frac{\pi}{8d^3}=\frac{D}{2d}.$$

Cross terms between the two components have odd integrands and vanish. Either edge component is therefore drawn to the surface by a force $\mu b_e^2/[4\pi(1-\nu)d]$ per length. A screw component $b_s$ feels an opposite image at distance $2d$, with force $\mu b_s^2/(4\pi d)$.

Let $\beta$ be the angle between the Burgers vector, of length $b$, and the line, so that $b_e=b\sin\beta$ and $b_s=b\cos\beta$. Integrating the force from a cut-off depth $b/e$ (here $e$ is the base of natural logarithms) to $h$ gives

$$W=K\left(\ln\frac hb+1\right),\qquad K=\frac{\mu b^2}{4\pi}\left(\frac{\sin^2\beta}{1-\nu}+\cos^2\beta\right)=\frac{\mu b^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)} .$$

The cut-off is a convention that stands for the core energy.

*Relief.* With in-plane strains $\varepsilon_x,\varepsilon_z$, the film energy per area is

$$\frac{hE}{2(1-\nu^2)}\left(\varepsilon_x^2+\varepsilon_z^2+2\nu\varepsilon_x\varepsilon_z\right).$$

A density $\rho$ of misfit lines per length lowers the mean $\varepsilon_x$ by $\rho b\cos\lambda$, where $b\cos\lambda$ is the in-plane component normal to the line. Differentiating at $\rho=0$, where both strains equal $\varepsilon$, gives the energy relieved per length of line:

$$\frac{hE}{1-\nu^2}(1+\nu)\varepsilon\,b\cos\lambda=M\varepsilon hb\cos\lambda .$$

Equating this to $W$ and using $M=2\mu(1+\nu)/(1-\nu)$, we obtain

$$h_{\rm MB}=A\left(\ln\frac{h_{\rm MB}}b+1\right),\qquad A=\frac{b(1-\nu\cos^2\beta)}{8\pi(1+\nu)\varepsilon\cos\lambda}.$$

For $A>b$ there is one root above $b$, and beyond it misfit line pays. The formula contains $b$ but neither $\Delta$, $\delta$ nor an island shape. Conversely, $h_w$ contains no Burgers vector.

**Which comes first?**

Take round model parameters: $E=100$ GPa, $\nu=0.25$, $\Delta=0.5$ J/m², $\delta=0.5$ nm, $s=0.1$, $\eta=0.015$ J/m² and $b=0.4$ nm, with $\beta=60^\circ$ and $\cos\lambda=1/2$. Then $M=133.3$ GPa and $R=0.110$. At 2 % misfit, $w=133.3\times0.02^2=0.0533$ J/m² per nm and $\delta Rw=0.00294$ J/m², so

$$h_w=0.5\ln\frac{0.5}{0.00294}=2.57\ \text{nm}.$$

The other thickness solves, in nm,

$$h_{\rm MB}=\frac{0.4\times0.9375}{8\pi\times1.25\times0.02\times0.5}\left(\ln\frac{h_{\rm MB}}{0.4}+1\right),$$

whose root above $b$ is 3.92 nm. Repeating this for other misfits gives:

| Misfit | $h_w$ (nm) | $h_{\rm MB}$ (nm) |
|---|---|---|
| 1 % | 3.26 | 10.09 |
| 2 % | 2.57 | 3.92 |
| 3 % | 2.16 | 2.12 |
| 4 % | 1.87 | 1.30 |

Doubling the misfit multiplies $w$ by four and lowers $h_w$ by $2\delta\ln2=0.69$ nm. Between 1 % and 2 %, $h_{\rm MB}$ falls by a factor of 2.6: a factor of two from $A$, and the rest from the logarithm. As $\varepsilon\to0$, $h_{\rm MB}$ grows faster than $1/\varepsilon$ and $h_w$ only logarithmically, so $h_w$ is the smaller. For these parameters the order reverses near 3 %. This trend is not a rule for real films. $h_w$ refers to arbitrarily large ridges. The smallest ridge that can pay has height $2\eta/(Rw)$ and a barrier of about $\eta^2/(sRw)$ per length, both growing as $\varepsilon^{-2}$. At 1 % misfit these are 20 nm, twice $h_{\rm MB}$, and about 9.5 eV per nm, so a low-misfit film can stay flat well past $h_w$ and reach $h_{\rm MB}$ first. The crossing also depends strongly on $\delta$: with $\delta=0.14$ nm, $h_w$ at 4 % is 0.70 nm, below $h_{\rm MB}$, and the crossing moves to about 5.6 %. Ge on Si, at about 4 % misfit, forms coherent islands first.

*A 3 nm film at 2 % misfit* lies between the two thicknesses, with $h_w<H<h_{\rm MB}$. Leaving a 2.57 nm layer and putting the rest into ridges gains 0.84 mJ/m² in the limit of very large ridges, where the facet cost per area of film vanishes. For half-bases of 100, 200 and 800 nm the best gain is only 0.05, 0.37 and 0.71 mJ/m². Misfit line has energy 1.92 nJ/m but relieves only $133.3\times0.02\times3\times0.2=1.60$ nJ/m, a net cost of 0.32 nJ/m. The flat film has a higher energy than a thinner layer with large coherent islands, although misfit line does not yet pay.

*A 1.5 nm film at 4 % misfit* lies in the opposite window, $h_{\rm MB}<H<h_w$. Misfit line costs 1.48 nJ/m and relieves 1.60 nJ/m, a net gain of 0.12 nJ/m. Here $\delta Rw=0.0118$ J/m² is below $\eta$, so the inequality above excludes every coherent ridge of this kind. A ridge of half-base 200 nm, for instance, would cost about 101 nJ/m.

The order can also change at fixed misfit. At 3 %, $\Delta=0.4$ J/m² gives $h_w=2.05$ nm and $\Delta=0.6$ J/m² gives 2.25 nm. Meanwhile $h_{\rm MB}$ stays at 2.12 nm.

**Limits of these numbers**

The formula for $R$ holds for small slopes. A plane-strain finite-element calculation on the actual ridge shape gives $R=0.101$ at $s=0.1$, so the formula is about 10 % above it. Because $R$ sits inside a logarithm, $h_w$ rises by only about 0.05 nm. That leaves both windows above intact, but it exceeds the difference between the two thicknesses at 3 %, so the crossing misfit is approximate. The choice of slope matters more, because steeper ridges relax more. Finite elements give $R=0.25$ at $s=0.3$, which lowers $h_w$ at 4 % misfit to 1.46 nm, so large ridges of that slope pay in the 1.5 nm film; at $s=1$, $h_w=1.15$ nm lies below $h_{\rm MB}$. The core energy also matters. If the constant 1 in $W$ is replaced by $\ln4$, $h_{\rm MB}$ at 4 % misfit rises from 1.30 to 1.69 nm, and misfit line no longer pays in the 1.5 nm film. With a constant of 2 it rises to 2.2 nm, above $h_w$. At 2 % misfit, a constant below 0.5 makes misfit line pay in the 3 nm film, and one below about 0.3 puts $h_{\rm MB}$ under $h_w$. Both windows therefore belong to the chosen cut-off as well as to the other parameters. Several of these thicknesses are also only a few times $b$, where a continuum model illustrates the competition and does not predict a material.

Finite ridges need a thicker film than $h_w$. Setting $\Delta E=0$ at 2 % misfit gives break-even thicknesses of 2.87, 2.69 and 2.59 nm for half-bases of 100, 200 and 800 nm. No ridge pays unless $a>2\eta/(sRw)=51$ nm, which means a height above 5.1 nm (56 nm and 5.6 nm with the finite-element $R$).

That height exceeds the flat-film $h_{\rm MB}$ of 3.92 nm, but this does not show that the island must dislocate. The stress in an island is nonuniform: it is partly relaxed on average but exceeds the misfit stress near the base edges. The derivation of $h_{\rm MB}$ assumed a uniform flat film. Nor does the island calculation show that the island stays coherent. When an island dislocates is a third question, which needs the dislocation energy in the island's own stress field.
